# The Hiller-Sucher-Feinberg identity and Gaussian densities at the hydrogen nucleus

## The physical question

Several small terms in the energy of an atom act only where an electron meets the nucleus. The one-electron Darwin term and the Fermi contact term of hyperfine structure both contain $\delta(\mathbf r)$, so in first-order perturbation theory they need a density at a single point: the electron density for the Darwin term, the spin density for the contact term. The result below is derived for the electron density; for a single electron, as in hydrogen, the two differ only by a spin factor. An approximate wave function can have a good energy and still be poor at that point. Gaussian functions show this clearly: they are flat at the nucleus, where the true wave function has a cusp.

The Schrödinger equation allows the density at the nucleus to be replaced by an average over all space. For an eigenstate the two are equal. For an approximate function they differ, and the difference can be calculated.

Hartree atomic units are used, with nonrelativistic electrons and a fixed point nucleus at the origin. Lengths are in bohr ($a_0$) and densities in $a_0^{-3}$.

## Assumptions and theorem

Let
$$H=-\tfrac12\sum_{j=1}^N\nabla_j^2+V(\mathbf r_1,\dots,\mathbf r_N),$$
where $V$ is real and multiplicative. It is a sum of attractions $-Z/r_j$, repulsions $1/r_{jk}$ and, if wanted, a smooth external potential of at most polynomial growth.

Write $r=|\mathbf r_1|$, let $\Omega$ be the direction of $\mathbf r_1$, and let $X$ stand for the positions of the other electrons. Spins are spectators and are summed over. The operator $\mathbf L=-i\,\mathbf r_1\times\nabla_1$ is the angular momentum of electron 1. The derivative $\partial_r$ is taken at fixed $\Omega$ and $X$.

A function is called regular here if it meets three conditions:

- It is continuous with bounded first derivatives, so cusps are allowed.
- Its second derivatives grow no faster than the inverse distance to the nearest coalescence of two particles.
- It and its derivatives decay fast enough that surface terms at infinity vanish.

**Theorem.** Let $\Psi$ be a regular, normalized solution of $H\Psi=E\Psi$. Then
$$\boxed{\;\langle\delta(\mathbf r_1)\rangle=\frac1{2\pi}\left\langle\frac{\partial V}{\partial r}-\frac{L^2}{r^3}\right\rangle\;}\tag{1}$$
where the last term means $\langle \mathbf L\Psi|r^{-3}|\mathbf L\Psi\rangle$.

The left side is the density of electron 1 at the nucleus. For $N$ equivalent electrons the total density there is $N$ times as large.

## Lemma: an identity for any regular function

The theorem follows from a statement that does not require an eigenstate. The average on the right of (1) is labelled HSF below, since (1) is known as the Hiller-Sucher-Feinberg identity. For a regular, normalized $\varphi$, define
$$\rho_{\rm dir}=\langle\varphi|\delta(\mathbf r_1)|\varphi\rangle,\qquad
\rho_{\rm HSF}=\frac1{2\pi}\left\langle\varphi\left|\frac{\partial V}{\partial r}-\frac{L^2}{r^3}\right|\varphi\right\rangle,\qquad
D=\frac{\partial}{\partial r}+\frac1r .$$

**Lemma.** For every real number $E$,
$$\rho_{\rm dir}-\rho_{\rm HSF}=\frac1\pi\,{\rm Re}\,\langle D\varphi|(H-E)\varphi\rangle .\tag{2}$$

**Proof.** Put $u=r\varphi$. The Laplacian of electron 1 is $\nabla_1^2\varphi=\frac1r\partial_r^2(r\varphi)-L^2\varphi/r^2$. Multiplying $(H-E)\varphi$ by $r$ therefore gives
$$r(H-E)\varphi=\Big[-\tfrac12\partial_r^2+\frac{L^2}{2r^2}+V-\tfrac12\sum_{j\ge2}\nabla_j^2-E\Big]u .\tag{3}$$
Also $\partial_ru=\varphi+r\,\partial_r\varphi=r\,D\varphi$. Multiply (3) by $2(\partial_ru)^*$, integrate over $r$, $\Omega$ and $X$, and take the real part. Since $d^3r_1=r^2\,dr\,d\Omega$, the left side becomes
$$2\,{\rm Re}\int r(D\varphi)^*\,r(H-E)\varphi\;dr\,d\Omega\,dX=2\,{\rm Re}\,\langle D\varphi|(H-E)\varphi\rangle .$$
The right side has five terms. For almost every $\Omega$ and $X$, the ray from the origin meets no other electron, so integration by parts along $r$ is allowed. The singularities left in the integrands are at most inverse squares of a distance, which are integrable in three dimensions.

*Radial kinetic term.* Since $2\,{\rm Re}\,(\partial_ru)^*\partial_r^2u=\partial_r|\partial_ru|^2$,
$$-\tfrac12\int_0^\infty\partial_r|\partial_ru|^2dr=+\tfrac12|\partial_ru|^2_{r=0}=\tfrac12|\varphi(0,X)|^2 ,$$
because $\partial_ru=\varphi+r\partial_r\varphi\to\varphi(0,X)$. This does not depend on $\Omega$. The angular integral gives $4\pi$, and the integral over $X$ gives $\tfrac12\cdot4\pi\,\rho_{\rm dir}=2\pi\rho_{\rm dir}$.

*Centrifugal term.* $\mathbf L$ is Hermitian on the sphere and commutes with $\partial_r$. Hence
$$2\,{\rm Re}\int d\Omega\,(\partial_ru)^*\frac{L^2u}{2r^2}=\frac1{2r^2}\,\partial_r\int d\Omega\,|\mathbf Lu|^2 .$$
Integrate over $r$ by parts, with $\partial_r(1/2r^2)=-1/r^3$. The result is a boundary term plus $\int|\mathbf Lu|^2r^{-3}dr\,d\Omega$. Bounded gradients imply $\mathbf L\varphi=O(r)$, so $\mathbf Lu=O(r^2)$. The boundary term $|\mathbf Lu|^2/2r^2=O(r^2)$ then vanishes at the origin, and the remaining integrand is $O(r)$ there. With $|\mathbf Lu|^2=r^2|\mathbf L\varphi|^2$, the term equals $+\langle L^2/r^3\rangle$.

*Potential term.* Since $V$ is real and multiplicative, the integrand is $V\partial_r|u|^2$. At the origin $V|u|^2$ behaves as $r^{-1}r^2$ and vanishes. What remains is $-\int(\partial_rV)|u|^2=-\langle\partial V/\partial r\rangle$.

*Kinetic energy of the other electrons.* Integrating by parts in $\mathbf r_j$ gives
$$2\,{\rm Re}\int(\partial_ru)^*\big(-\tfrac12\nabla_j^2u\big)=\tfrac12\int\partial_r|\nabla_ju|^2 .$$
A small sphere of radius $\varepsilon$ around a coalescence contributes a surface term of order $\varepsilon^2$, which vanishes. The radial integral is zero because $\nabla_ju=r\nabla_j\varphi$ vanishes at $r=0$ and at infinity.

*Energy term.* $-E\int\partial_r|u|^2=0$ for the same reason.

The sum of the five terms is
$$2\,{\rm Re}\,\langle D\varphi|(H-E)\varphi\rangle=2\pi\rho_{\rm dir}+\Big\langle\frac{L^2}{r^3}\Big\rangle-\Big\langle\frac{\partial V}{\partial r}\Big\rangle=2\pi(\rho_{\rm dir}-\rho_{\rm HSF}).$$
Division by $2\pi$ gives (2). $\square$

**Proof of the theorem.** For $\varphi=\Psi$ and $E$ its eigenvalue, the right side of (2) is zero. Hence $\rho_{\rm dir}=\rho_{\rm HSF}$, which is (1). $\square$

## Meaning and limits of the identity

**Remark 1 (force balance).** The quantity $\partial V/\partial r$ is the inward force on electron 1, and $L^2/r^3$ is the outward centrifugal force. In a stationary state the mean radial momentum is constant, yet the mean net inward force is not zero: it equals $2\pi\langle\delta(\mathbf r_1)\rangle$. The balance is restored by the boundary value of the radial kinetic term at $r=0$.

**Remark 2 (one electron).** In a central potential with angular momentum $l$, (1) reads
$$|\psi(0)|^2=\frac1{2\pi}\left\langle V'(r)-\frac{l(l+1)}{r^3}\right\rangle .$$
For $V=-Z/r$ and an s state this becomes
$$|\psi(0)|^2=\frac{Z}{2\pi}\langle r^{-2}\rangle .\tag{4}$$
For $l>0$ the density at the origin is zero and the two mean forces cancel. The numerical check confirms both cases symbolically for the hydrogen states with $n\le3$.

**Remark 3 (where the proof stops).** For a potential as singular as $1/r^2$ and a function with $\varphi(0)\neq0$ the potential step fails: $V|u|^2$ does not vanish at the origin, and $\langle\partial V/\partial r\rangle$ contains $\int r^{-3}r^2dr$, which diverges there. A nonlocal potential, such as Hartree-Fock exchange, does not reduce to $V\partial_r|u|^2$. Formula (1) cannot be carried over to such Hamiltonians without extra terms being examined.

**Remark 4 (a test with repulsion).** Hydrogen s states do not exercise the repulsion or the $L^2$ term. Two electrons in the well $\tfrac12\omega^2(r_1^2+r_2^2)$ with $\omega=\tfrac12$ do. Let $s=r_{12}$, $f=1+s/2$ and $G=e^{-\omega(r_1^2+r_2^2)/2}$. Acting on $fG$, the Hamiltonian produces three groups of terms:

- The Gaussian alone gives $3\omega fG$.
- The Laplacians of $f$ give $-(f''+2f'/s)G=-G/s$.
- The cross terms $-\sum_j\nabla_jf\cdot\nabla_jG$ give $\omega sf'G=\tfrac12\omega sG$.

The repulsion adds $fG/s=(1/s+\tfrac12)G$. The terms in $1/s$ cancel, which leaves $3\omega f+\tfrac12+\tfrac12\omega s$. For $\omega=\tfrac12$ this is $4\omega f=2f$, so $fG$ is an eigenfunction with energy 2 hartree.

Numerical integration gives $\langle\partial V/\partial r_1\rangle=0.301274$ and $\langle L_1^2/r_1^3\rangle=0.020669$. Then
$$\rho_{\rm HSF}=\frac{0.301274-0.020669}{2\pi}=0.04466\ a_0^{-3},$$
in agreement with the direct density 0.04466. Without the $L^2$ term the result would be about 7% too high.

## What the identity does for a trial function

**Remark 5 (energy minimization in a limited basis does not enforce it).** Minimizing the energy makes $(H-E)\varphi$ orthogonal to the variations that were allowed. Equality of the two densities requires the real part of its overlap with $D\varphi$ to vanish. A limited set of variations, such as changes in the exponents and coefficients of a few Gaussians, does not ensure this. The difference $\rho_{\rm dir}-\rho_{\rm HSF}$ can therefore remain after optimization within that set.

An exact eigenstate is not always needed to remove it. In the Hartree-Fock ground state of helium both electrons share one orbital, which obeys a one-electron equation with a local mean potential. If that equation is solved exactly, the overlap vanishes and the two densities agree, although the two-electron function is only approximate.

**Remark 6 (the HSF value is not automatically better).** Take $\varphi=\sqrt{\zeta^3/\pi}\,e^{-\zeta r}$ for nuclear charge $Z$. Then
$$\langle r^{-2}\rangle=4\pi\frac{\zeta^3}{\pi}\int_0^\infty e^{-2\zeta r}dr=2\zeta^2,\qquad
\rho_{\rm dir}=\frac{\zeta^3}\pi,\qquad \rho_{\rm HSF}=\frac{Z\zeta^2}\pi .$$
With $\zeta=Z+\eta$, the relative errors begin with $3\eta/Z$ and $2\eta/Z$. Both are of first order in the error of the wave function, unlike a variational energy. For $Z=1$ and $\zeta=0.9$ the values are 0.23205 and 0.25783, against the exact $1/\pi=0.31831$.

The order of merit can also be reversed. The single Gaussian treated below has $\rho_{\rm dir}=(2\alpha/\pi)^{3/2}$ and $\rho_{\rm HSF}=2\alpha/\pi$ for $Z=1$. Choosing $\alpha$ so that $\rho_{\rm dir}=1/\pi$ makes $\rho_{\rm HSF}=\pi^{-2/3}$, which is too large. That choice of $\alpha$ does not minimize the energy.

## Hydrogen with optimized Gaussians

From here on $Z=1$. The exact ground state $\psi=e^{-r}/\sqrt\pi$ has density $1/\pi=0.31831\ a_0^{-3}$ at the nucleus, or 2.148 Å$^{-3}$.

**One Gaussian.** Let $\varphi=(2\alpha/\pi)^{3/4}e^{-\alpha r^2}$. From $\langle r^2\rangle=3/(4\alpha)$,
$$\langle T\rangle=\tfrac12\int|\nabla\varphi|^2d^3r=2\alpha^2\langle r^2\rangle=\tfrac32\alpha .$$
The mean inverse distance is
$$\langle r^{-1}\rangle=\Big(\frac{2\alpha}\pi\Big)^{3/2}4\pi\int_0^\infty r\,e^{-2\alpha r^2}dr=\Big(\frac{2\alpha}\pi\Big)^{3/2}\frac\pi\alpha=2\sqrt{\frac{2\alpha}\pi}.$$
Setting the derivative of $\frac32\alpha-2\sqrt{2\alpha/\pi}$ to zero gives $\frac32=\sqrt{2/(\pi\alpha)}$. Hence $\alpha=8/(9\pi)=0.28294$. The HSF average is
$$\langle r^{-2}\rangle=\Big(\frac{2\alpha}\pi\Big)^{3/2}4\pi\int_0^\infty e^{-2\alpha r^2}dr=\Big(\frac{2\alpha}\pi\Big)^{3/2}4\pi\cdot\frac12\sqrt{\frac\pi{2\alpha}}=4\alpha .$$
Thus $\rho_{\rm dir}=(2\alpha/\pi)^{3/2}=0.07645$ and $\rho_{\rm HSF}=4\alpha/2\pi=0.18013$.

**Three Gaussians.** Let $\varphi=\sum_ic_ie^{-\alpha_ir^2}$, with all exponents and coefficients optimized:

| $\alpha_i$ ($a_0^{-2}$) | $c_i$ ($a_0^{-3/2}$) |
|---:|---:|
| 0.151376 | 0.112024 |
| 0.681289 | 0.217995 |
| 4.500362 | 0.155198 |

The coefficients add up to $\varphi(0)=0.48522$, so $\rho_{\rm dir}=0.48522^2=0.2354$. The Gaussian integral used above, with $2\alpha$ replaced by $\alpha_i+\alpha_j$, gives
$$\langle r^{-2}\rangle=2\pi^{3/2}\sum_{ij}\frac{c_ic_j}{\sqrt{\alpha_i+\alpha_j}} .$$
The diagonal terms of the sum are 0.02281, 0.04071 and 0.00803. The pairs (1,2), (1,3) and (2,3), each counted twice, give 0.05352, 0.01612 and 0.02973. The total is 0.17092, and multiplication by $2\pi^{3/2}=11.137$ gives $\langle r^{-2}\rangle=1.9035$. Hence $\rho_{\rm HSF}=1.9035/2\pi=0.30295$.

The difference $\rho_{\rm dir}-\rho_{\rm HSF}$ is $-0.06751$. Direct integration of the right side of (2) gives the same number, both with the variational energy and with the arbitrary value $E=0.7$ hartree.

**Other basis sizes.** Errors are relative to $1/\pi$:

| Gaussians | energy (hartree) | direct error | HSF error |
|---:|---:|---:|---:|
| 1 | −0.424413 | −75.98% | −43.41% |
| 2 | −0.485813 | −44.95% | −14.36% |
| 3 | −0.496979 | −26.04% | −4.83% |
| 4 | −0.499278 | −15.57% | −1.73% |
| 6 | −0.499946 | −6.20% | −0.27% |

With six Gaussians the energy is within about $5\times10^{-5}$ hartree of $-\tfrac12$, yet the direct density is still 6% too low.

## Why the average converges faster here

The following is a leading-order scaling argument, not a theorem. Consider a dense ladder of exponents with a fixed ratio, reaching from very small values up to $\alpha_{\max}$. The narrowest Gaussian has width of order $a=\alpha_{\max}^{-1/2}$.

Near the nucleus $\psi=\psi(0)(1-Zr+\dots)$, and the ladder cannot reproduce the linear term for $r\lesssim a$. At this scale the kinetic energy, of order $a^{-2}$, dominates the potential, of order $Z/a$. The minimization therefore acts on $\frac12\int|\nabla\delta|^2d^3r$, where $\delta=\psi-\varphi$. When $\alpha_{\max}$ moves up by one step of the ladder, the narrow Gaussians are merely rescaled. The function they must imitate, $-Z\psi(0)r$, is proportional to $r$. Hence
$$\delta(r)\simeq Z\psi(0)\,a\,f(r/a),$$
with $f$ independent of $a$.

The minimum condition is $\int g\,\nabla^2\delta\,d^3r=0$ for each Gaussian $g$ of the ladder. For a $g$ much wider than $a$ it says that the total "charge" $\int\nabla^2\delta\,d^3r$ vanishes, which removes a $1/r$ tail from $\delta$. I assume accordingly that $f$ decays fast enough for the integrals below to converge, and that smoother, long-range parts of $\delta$ enter at higher order. The small error left by the finite spacing and the lowest exponent of the ladder, which does not vanish as $a\to0$, is neglected. With $x=r/a$,
$$\psi(0)^2-\varphi(0)^2\simeq2\psi(0)\delta(0)=2Z\psi(0)^2f(0)\,a,$$
$$\psi(0)^2-\rho_{\rm HSF}\simeq\frac Z{2\pi}\int_0^\infty\frac{2\psi(0)\delta}{r^2}\,4\pi r^2dr=4Z^2\psi(0)^2a^2\int_0^\infty f\,dx,$$
$$E[\varphi]-E_0\simeq\tfrac12\int|\nabla\delta|^2d^3r=2\pi Z^2\psi(0)^2a^3\int_0^\infty f'(x)^2x^2dx .$$
The delta function reads the error at its peak. The operator $r^{-2}$ integrates it over a region of width $a$ and so gains one power of $a$.

A ladder with ratio 2 and lowest exponent 0.02 gives these density deficits, relative to $1/\pi$:

| $\alpha_{\max}$ ($a_0^{-2}$) | direct | HSF |
|---:|---:|---:|
| 40.96 | 8.87% | 0.534% |
| 655.36 | 2.22% | 0.0315% |
| 10485.76 | 0.556% | 0.0019% |

Between the last two rows the measured powers of $a$ are 0.999 for the direct density, 2.018 for the HSF density and 2.894 for the energy, against the predicted 1, 2 and 3. The energy power is low. The energy errors of the three rows are $6.802\times10^{-5}$, $1.097\times10^{-6}$ and $1.986\times10^{-8}$ hartree, which gives a power of 2.98 between the first two rows and 2.89 between the last two. The deviation from 3 grows as $a$ shrinks, so it is not a higher-order term in $a$. It comes from the neglected error of the ladder itself, mainly from its finite spacing. Raising $\alpha_{\max}$ further, to $2.7\times10^6$, still leaves an energy error of $2.6\times10^{-9}$ hartree. With the closer ratio 1.6, each ladder built downward from the same two values of $\alpha_{\max}$ as in the last two rows to a lowest exponent near 0.02, the power is 2.996.

In this ladder the direct density needs exponents up to about $10^4$ to reach the accuracy that the HSF average has at 41. The gain depends on the kind of error: it applies to a missing nuclear cusp in an otherwise good function. The powers of $a$ found here were obtained for the hydrogen ground state only. With several electrons the HSF average also contains the repulsion and $L^2$ terms, whose convergence with the basis was not examined. A wave function that is wrong over the whole atom, such as the exponential of Remark 6, passes its error on to both estimates at first order.

## Computed results

```
hydrogen n=2 l=0: density at nucleus = 0.039789 a0^-3, HSF = 0.039789 a0^-3
hydrogen n=2 l=1: density at nucleus = 0.000000 a0^-3, HSF = 0.000000 a0^-3
electron pair: energy from finite differences = 2.00000 hartree
electron pair: <dV/dr1> = 0.301274 hartree/a0
electron pair: <L1^2/r1^3> = 0.020669 a0^-3
electron pair: direct density = 0.044660 a0^-3, HSF = 0.044660 a0^-3
exact hydrogen density at nucleus = 0.318310 a0^-3
exact hydrogen density at nucleus = 2.14806 angstrom^-3
1 Gaussians: energy = -0.424413 hartree, <1/r^2> = 1.13177 a0^-2
   direct = 0.07645 a0^-3 (error -75.98 %), HSF = 0.18013 a0^-3 (error -43.41 %)
2 Gaussians: energy = -0.485813 hartree, <1/r^2> = 1.71288 a0^-2
   direct = 0.17522 a0^-3 (error -44.95 %), HSF = 0.27261 a0^-3 (error -14.36 %)
3 Gaussians: energy = -0.496979 hartree, <1/r^2> = 1.90346 a0^-2
   direct = 0.23543 a0^-3 (error -26.04 %), HSF = 0.30295 a0^-3 (error -4.83 %)
4 Gaussians: energy = -0.499278 hartree, <1/r^2> = 1.96541 a0^-2
   direct = 0.26875 a0^-3 (error -15.57 %), HSF = 0.31280 a0^-3 (error -1.73 %)
6 Gaussians: energy = -0.499946 hartree, <1/r^2> = 1.99458 a0^-2
   direct = 0.29856 a0^-3 (error -6.20 %), HSF = 0.31745 a0^-3 (error -0.27 %)
1 Gaussian: optimized exponent = 0.282942 a0^-2
3 Gaussians: exponent = 0.151376 a0^-2, coefficient = 0.112024 a0^-3/2
3 Gaussians: exponent = 0.681289 a0^-2, coefficient = 0.217995 a0^-3/2
3 Gaussians: exponent = 4.500362 a0^-2, coefficient = 0.155198 a0^-3/2
3 Gaussians: phi(0) = 0.485216 a0^-3/2
3 Gaussians: residual formula with E = -0.49698 hartree gives -0.067511 a0^-3
3 Gaussians: residual formula with E = 0.70000 hartree gives -0.067511 a0^-3
3 Gaussians: direct - HSF = -0.067511 a0^-3
exponential trial, zeta = 0.9 a0^-1: direct = 0.23205 a0^-3, HSF = 0.25783 a0^-3
ladder: lowest exponent = 0.02 a0^-2, ratio 2
ladder: largest exponent = 40.96 a0^-2, energy error = 6.802e-05 hartree
   density too low by: direct 8.8668 %, HSF 0.53420 %
ladder: largest exponent = 655.36 a0^-2, energy error = 1.097e-06 hartree
   density too low by: direct 2.2221 %, HSF 0.03149 %
ladder: largest exponent = 10485.76 a0^-2, energy error = 1.986e-08 hartree
   density too low by: direct 0.5561 %, HSF 0.00192 %
error powers of a = (largest exponent)^(-1/2): energy 2.894, direct 0.999, HSF 2.018
```
